# Mass-velocity and Darwin terms from the scalar-relativistic radial equation: a numerical check

```python
"""Scalar-relativistic (SR) radial equation for a hydrogenic ion, V = -Z/r.

Result under test: the 1s shift of order 1/c^2 is -Z^4 alpha^2/8 hartree,
the sum of mass-velocity (-5/8) and Darwin (+1/2) parts in Z^4 alpha^2.
Hartree atomic units; c = 1/alpha; E excludes the rest energy.
g(r): radial function, P = r g, q = r g'/(2M), M = 1 + (E-V)/(2c^2).
l, n: orbital and principal quantum numbers; kappa: Dirac quantum number.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

alpha = constants.fine_structure
c = 1.0 / alpha
hartree_ev = constants.value("Hartree energy in eV")

# --- Symbolic elimination of the small component, and expansion in 1/c^2
r, eps, E, kappa = sp.symbols("r epsilon E kappa")   # eps = 1/c^2
V = sp.Function("V")(r)
g = sp.Function("g")(r)
M = 1 + eps * (E - V) / 2
small = (sp.diff(r * g, r) + kappa * g) / (2 * M)
dirac = -(sp.diff(small, r) - kappa * small / r) / r + (V - E) * g
D_g = g.diff(r, 2) + 2 * g.diff(r) / r - kappa * (kappa + 1) * g / r**2
sr = -D_g / (2 * M) - eps * V.diff(r) * g.diff(r) / (4 * M**2) + (V - E) * g
spin_orbit = -eps * (1 + kappa) * V.diff(r) * g / (4 * M**2 * r)
assert sp.simplify(dirac - sr - spin_orbit) == 0
first = sp.diff(sr, eps).subs(eps, 0).doit()
W_g = ((E - V) * D_g - V.diff(r) * g.diff(r)) / 4
assert sp.simplify(first - W_g) == 0


def radial_integral(f, Z, r_max=None):
    """Integral of f(r) dr on a logarithmic variable."""
    top = 80.0 / Z if r_max is None else r_max
    return quad(lambda x: f(np.exp(x)) * np.exp(x),
                np.log(1e-13 / Z), np.log(top),
                epsabs=1e-11, epsrel=1e-10, limit=500)[0]


def first_order_parts(Z, n, l, shape):
    """Expectation values from derivatives of the unperturbed function."""
    pot = -Z / r
    e0 = -sp.Rational(Z**2, 2 * n**2)
    lap = shape.diff(r, 2) + 2 * shape.diff(r) / r - l * (l + 1) * shape / r**2
    assert sp.simplify(-lap / 2 + (pot - e0) * shape) == 0
    integrands = [
        shape**2 * r**2,
        shape * (e0 - pot) * lap * r**2 / 4,
        -lap**2 * r**2 / 8,
        -pot.diff(r) * shape * shape.diff(r) * r**2 / 4,
        -(e0 - pot) * shape.diff(r)**2 * r**2 / 4,
        shape**2 * r,
        shape**2,
    ]
    vals = [radial_integral(sp.lambdify(r, sp.simplify(f), "numpy"), Z)
            for f in integrands]
    norm = vals[0]
    mass, p4, darwin, symmetric = [v / norm * alpha**2 for v in vals[1:5]]
    return mass, p4, darwin, symmetric, vals[5] / norm, vals[6] / norm


def sr_energy(Z, n, l):
    """Eigenvalue of the full SR equations by two-sided integration."""
    e0 = -Z**2 / (2.0 * n**2)
    ll = l * (l + 1)
    gamma = np.sqrt(1 + ll - (Z * alpha)**2)
    x_in, x_match, x_out = np.log([1e-9 / Z, n**2 / Z, 35.0 * n / Z])

    def mismatch(energy):
        def rhs(x, y):
            rad = np.exp(x)
            two_m = 2 + (energy + Z / rad) * alpha**2
            return [y[0] + rad * two_m * y[1],
                    -y[1] + (ll / (two_m * rad) - Z - energy * rad) * y[0]]
        decay = np.sqrt(-2 * energy * (1 + energy * alpha**2 / 2))
        start_in = [1.0, (gamma - 1) / (Z * alpha**2)]
        start_out = [1.0, -decay / (2 + energy * alpha**2)]
        ends = []
        for x0, y0 in ((x_in, start_in), (x_out, start_out)):
            s = solve_ivp(rhs, (x0, x_match), y0, method="DOP853",
                          rtol=1e-11, atol=1e-14)
            assert s.success
            ends.append(s.y[:, -1] / np.hypot(*s.y[:, -1]))
        a, b = ends
        return a[0] * b[1] - a[1] * b[0]

    return brentq(mismatch, 1.15 * e0, 0.97 * e0,
                  xtol=1e-12 * abs(e0), rtol=1e-13)


# --- First-order terms for the 1s state of the copper ion
Z = 29
E0 = -Z**2 / 2.0
unit = Z**4 * alpha**2
mass, p4, darwin, symmetric, inv_r, inv_r2 = first_order_parts(
    Z, 1, 0, sp.exp(-Z * r))
assert abs(inv_r / Z - 1) < 1e-8 and abs(inv_r2 / (2 * Z**2) - 1) < 1e-8
assert abs(mass / p4 - 1) < 1e-8
assert abs(mass / unit + 5 / 8) < 1e-8
assert abs(darwin / unit - 1 / 2) < 1e-8
shift1 = mass + darwin
assert abs(shift1 / unit + 1 / 8) < 1e-8
assert abs(symmetric / unit + 1 / 8) < 1e-8

# Darwin term as <Laplacian V>/(8c^2), nucleus smeared over a tiny width;
# the tolerance covers the fall of g^2 across that width.
width = 1e-4 / Z
b = sp.Symbol("b", positive=True)
V_smeared = -Z * sp.erf(r / b) / r
lap_V = sp.simplify(sp.diff(sp.expand(r * V_smeared), r, 2) / r)
lap_V_num = sp.lambdify(r, lap_V.subs(b, width), "numpy")
darwin_smeared = alpha**2 / 8 * radial_integral(
    lambda s: lap_V_num(s) * 4 * Z**3 * np.exp(-2 * Z * s) * s**2,
    Z, 10 * width)
assert abs(darwin_smeared / darwin - 1) < 5e-4

# --- Full SR energies, closed form, and limit of small Z*alpha
charges = (5, 10, 29, 60)
full = {z: sr_energy(z, 1, 0) for z in charges}
closed = {z: c**2 * (np.sqrt(1 - (z * alpha)**2) - 1) for z in charges}
for z in charges:
    assert abs(full[z] / closed[z] - 1) < 1e-8
coef = {z: (full[z] + z**2 / 2) / (z**4 * alpha**2) for z in charges}
limit = (4 * coef[5] - coef[10]) / 3
assert abs(limit + 1 / 8) < 5e-6
slope = (coef[10] - coef[5]) / (75 * alpha**2)
assert abs(slope + 1 / 16) < 2e-3     # next term, -Z^6 alpha^4/16

# --- Exact integral identity for the full shift
gamma = np.sqrt(1 - (Z * alpha)**2)


def g_full(s):
    return s**(gamma - 1) * np.exp(-Z * s)


def shift_integrand(s):
    m = 1 + (full[Z] + Z / s) * alpha**2 / 2
    slope_full = ((gamma - 1) / s - Z) * g_full(s)
    return (0.5 / m - 0.5) * (-Z * np.exp(-Z * s)) * slope_full * s**2


overlap = radial_integral(lambda s: np.exp(-Z * s) * g_full(s) * s**2, Z)
shift_identity = radial_integral(shift_integrand, Z) / overlap
shift_full = full[Z] - E0
assert abs(shift_identity / shift_full - 1) < 1e-5

# --- 2p: Darwin part vanishes, mass-velocity alone gives the SR shift
Zp = 5
mass_p, _, darwin_p, _, _, _ = first_order_parts(
    Zp, 2, 1, r * sp.exp(-Zp * r / 2))
shift_p = sr_energy(Zp, 2, 1) + Zp**2 / 8.0
assert abs(darwin_p) < 1e-6 * abs(mass_p)
assert abs(shift_p / mass_p - 1) < 1e-2

# --- Numbers for the text
print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"speed of light c = {c:.6f} a.u.")
print(f"hartree in eV = {hartree_ev:.6f} eV")
print(f"Cu28+: Z = {Z}, Z*alpha = {Z * alpha:.6f}")
print(f"Z^4 alpha^2 = {unit:.6f} hartree")
print(f"<1/r> = {inv_r:.6f} 1/bohr, <1/r^2> = {inv_r2:.4f} 1/bohr^2")
print(f"nonrelativistic 1s energy E0 = {E0:.6f} hartree")
print(f"mass-velocity term = {mass:.6f} hartree")
print(f"Darwin term = {darwin:.6f} hartree")
print(f"Darwin term, smeared nucleus = {darwin_smeared:.6f} hartree")
print(f"first-order shift = {shift1:.6f} hartree")
print(f"first-order shift = {shift1 * hartree_ev:.4f} eV")
print(f"shift from symmetric form = {symmetric:.6f} hartree")
print(f"first-order 1s energy = {E0 + shift1:.6f} hartree")
print(f"full SR 1s energy, integrated = {full[Z]:.6f} hartree")
print(f"full SR 1s energy, closed form = {closed[Z]:.6f} hartree")
print(f"full SR shift = {shift_full:.6f} hartree")
print(f"full SR shift from integral identity = {shift_identity:.6f} hartree")
print(f"full minus first-order shift = {shift_full - shift1:.6f} hartree")
print(f"next term -Z^6 alpha^4/16 = {-Z**6 * alpha**4 / 16:.6f} hartree")
print(f"part of full shift missed = {100 * (1 - shift1 / shift_full):.3f} %")
print(f"radius Z/(2c^2) = {Z * alpha**2 / 2:.4e} bohr")
print(f"orbital radius 1/Z = {1 / Z:.4e} bohr")
print(f"M - 1 at r = 1/Z: {(E0 + Z**2) * alpha**2 / 2:.6f}")
print("Z | first-order shift (hartree) | full SR shift (hartree) | missed (%)")
for z in charges:
    approx = -z**4 * alpha**2 / 8
    exact = full[z] + z**2 / 2
    print(f"{z} | {approx:.6f} | {exact:.6f} | {100*(1-approx/exact):.3f}")
print(f"shift/(Z^4 alpha^2), extrapolated to Z*alpha = 0: {limit:.6f}")
print(f"2p, Z = {Zp}: mass-velocity term = {mass_p:.6e} hartree")
print(f"2p, Z = {Zp}: full SR shift = {shift_p:.6e} hartree")
print("OK")
```

Output:

```
fine-structure constant alpha = 0.007297353
speed of light c = 137.035999 a.u.
hartree in eV = 27.211386 eV
Cu28+: Z = 29, Z*alpha = 0.211623
Z^4 alpha^2 = 37.663671 hartree
<1/r> = 29.000000 1/bohr, <1/r^2> = 1682.0000 1/bohr^2
nonrelativistic 1s energy E0 = -420.500000 hartree
mass-velocity term = -23.539795 hartree
Darwin term = 18.831836 hartree
Darwin term, smeared nucleus = 18.827586 hartree
first-order shift = -4.707959 hartree
first-order shift = -128.1101 eV
shift from symmetric form = -4.707959 hartree
first-order 1s energy = -425.207959 hartree
full SR 1s energy, integrated = -425.316427 hartree
full SR 1s energy, closed form = -425.316427 hartree
full SR shift = -4.816427 hartree
full SR shift from integral identity = -4.816427 hartree
full minus first-order shift = -0.108468 hartree
next term -Z^6 alpha^4/16 = -0.105422 hartree
part of full shift missed = 2.252 %
radius Z/(2c^2) = 7.7214e-04 bohr
orbital radius 1/Z = 3.4483e-02 bohr
M - 1 at r = 1/Z: 0.011196
Z | first-order shift (hartree) | full SR shift (hartree) | missed (%)
5 | -0.004160 | -0.004163 | 0.067
10 | -0.066564 | -0.066742 | 0.266
29 | -4.707959 | -4.816427 | 2.252
60 | -86.267194 | -95.682341 | 9.840
shift/(Z^4 alpha^2), extrapolated to Z*alpha = 0: -0.125000
2p, Z = 5: mass-velocity term = -6.067049e-04 hartree
2p, Z = 5: full SR shift = -6.067237e-04 hartree
OK
```
